\section*{Newman's superposition model and the trigonally distorted octahedron}

\section*{From one bond to one operator}

\textbf{Q.} You want to write the zero-field splitting of a magnetic ion as a sum over its ligands, and you say this follows from the axial symmetry of each metal-ligand pair. I do not see how the symmetry of one pair can tell me that pairs add.

\textbf{A.} It cannot. Two separate statements are needed. Let $H$ be the effective Hamiltonian of the ion's spin $S$ without magnetic field. It can be sorted by how many ligands each contribution involves:
\begin{equation}
H=\text{const}+\sum_L h_L+\sum_{L<L'}h_{LL'}+\dots
\end{equation}
The first assumption is physical: the terms with two or more ligands are dropped. The second is symmetry: each $h_L$ is invariant under rotations about the line from ion to ligand and under mirror planes containing it. A one-atom ligand meets this condition; a bent molecule bound through one atom in general does not. A third assumption makes the model useful: ligands of one kind share the same functions of the distance $R$.

\textbf{Q.} Grant additivity for now. What does the symmetry leave of $h_L$?

\textbf{A.} Take $S=5/2$, so that $h_L$ is a $6\times6$ matrix. Let $\mathbf n$ be the unit vector to the ligand and $S_n=\mathbf S\cdot\mathbf n$, with spin in units of $\hbar$. Invariance under every rotation $e^{-i\alpha S_n}$ means that $h_L$ commutes with $S_n$. The six eigenvalues of $S_n$ are distinct, so $h_L$ is diagonal in its eigenstates and is a polynomial in $S_n$ of degree at most five.

Now use a mirror plane containing the bond. Spin is an axial vector, so its components lying in the plane change sign: $S_n\to-S_n$. Odd powers are excluded, and $1$, $S_n^2$ and $S_n^4$ remain. With $X=S(S+1)$, I regroup them into the Stevens combinations
\begin{align}
O_2^0(S_n)&=3S_n^2-X,\\
O_4^0(S_n)&=35S_n^4-(30X-25)S_n^2+3X^2-6X,
\end{align}
and write
\begin{equation}
h_L=\text{const}+\frac{\bar b_2(R_L)}{3}\,O_2^0(S_n)+\frac{\bar b_4(R_L)}{60}\,O_4^0(S_n).
\label{eq:pair}
\end{equation}
The numbers $\bar b_k$ are the intrinsic parameters of the pair. Symmetry gives the form of $h_L$ but neither their size nor their dependence on $R$.

The reduction was tested on a random Hermitian matrix, averaged over rotations about an axis and a mirror plane containing it. The part left outside the span of $1$, $O_2^0$ and $O_4^0$ has norm $2.6\times10^{-15}$, which is rounding error.

\section*{Common axes}

\textbf{Q.} Each ligand now has its own quantization axis. You cannot add the $\bar b_2$ as they stand.

\textbf{A.} No, they must first be referred to common axes $x,y,z$. There I use the convention
\begin{equation}
H=\sum_{k,q}f_k\,b_k^q\,O_k^q,\qquad f_2=\tfrac13,\quad f_4=\tfrac1{60},
\end{equation}
where $O_k^0$ without an argument means $O_k^0(S_z)$, and
\begin{align}
O_2^{1}&=\tfrac12(S_xS_z+S_zS_x), & O_2^{2}&=S_x^2-S_y^2,\\
O_2^{-1}&=\tfrac12(S_yS_z+S_zS_y), & O_2^{-2}&=S_xS_y+S_yS_x.
\end{align}
The axial term is $b_2^0[S_z^2-X/3]$, so $b_2^0$ is the parameter usually called $D$.

Put $\mathbf n=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$ and expand the square, keeping the order of operators:
\begin{align}
3S_n^2-X={}&3n_z^2S_z^2+3(n_x^2S_x^2+n_y^2S_y^2)-X\nonumber\\
&+3n_xn_z(S_xS_z+S_zS_x)+3n_yn_z(S_yS_z+S_zS_y)\nonumber\\
&+3n_xn_y(S_xS_y+S_yS_x).
\end{align}
The bracket in the first line splits into a sum and a difference, and $S_x^2+S_y^2=X-S_z^2$:
\begin{align}
n_x^2S_x^2+n_y^2S_y^2&=\tfrac12(n_x^2+n_y^2)(S_x^2+S_y^2)+\tfrac12(n_x^2-n_y^2)(S_x^2-S_y^2)\nonumber\\
&=\tfrac12\sin^2\theta\,(X-S_z^2)+\tfrac12\sin^2\theta\cos2\varphi\;O_2^2 .
\end{align}
Collect the coefficient of $S_z^2$ and that of $X$:
\begin{align}
3\cos^2\theta-\tfrac32\sin^2\theta&=3\cdot\tfrac12(3\cos^2\theta-1),\\
\tfrac32\sin^2\theta-1&=-\tfrac12(3\cos^2\theta-1).
\end{align}
They combine into a multiple of $3S_z^2-X$. With $2\sin\theta\cos\theta=\sin2\theta$ in the mixed terms, the result is
\begin{equation}
O_2^0(S_n)=\sum_qK_2^q(\theta,\varphi)\,O_2^q,
\end{equation}
\begin{align}
K_2^0&=\tfrac12(3\cos^2\theta-1),\\
K_2^{1}&=3\sin2\theta\cos\varphi, & K_2^{-1}&=3\sin2\theta\sin\varphi,\\
K_2^{2}&=\tfrac32\sin^2\theta\cos2\varphi, & K_2^{-2}&=\tfrac32\sin^2\theta\sin2\varphi.
\end{align}

\textbf{Q.} Must I repeat this with fourth powers?

\textbf{A.} Not for the axial component. Operators $O_k^q$ with different $k$ or $q$ are orthogonal under the trace, so the coefficient of $O_k^0$ in $O_k^0(S_n)$ is
\begin{equation}
g_k(\mathbf n)=\frac{\operatorname{Tr}[O_k^0(S_z)\,O_k^0(S_n)]}{\operatorname{Tr}[O_k^0(S_z)^2]}.
\end{equation}
Turning $\mathbf n$ mixes the $2k+1$ operators of rank $k$ among themselves, so $g_k$ is a spherical harmonic of rank $k$ in $\mathbf n$. A rotation about $z$ leaves $O_k^0(S_z)$ unchanged, so $g_k$ does not depend on $\varphi$ and is proportional to $P_k(\cos\theta)$. At $\mathbf n=\hat z$ both are one. Hence $g_k=P_k(\cos\theta)$, in agreement with $K_2^0=P_2$. Summing over ligands gives the superposition model:
\begin{equation}
b_k^q=\sum_L\bar b_k(R_L)K_k^q(\theta_L,\varphi_L),\qquad
b_k^0=\sum_L\bar b_k(R_L)P_k(\cos\theta_L).
\label{eq:sm}
\end{equation}

\section*{The regular octahedron}

\textbf{Q.} Put six equal ligands at equal distances on a regular octahedron. I could choose $z$ along a bond or along a threefold axis. Does $b_2^0$ depend on that choice?

\textbf{A.} The six directions are $\pm\mathbf e_1,\pm\mathbf e_2,\pm\mathbf e_3$ with orthonormal $\mathbf e_a$. Completeness gives
\begin{equation}
Q_{ij}\equiv\sum_Ln_{L,i}n_{L,j}=2\sum_ae_{a,i}e_{a,j}=2\delta_{ij}
\end{equation}
in any coordinate system. The whole rank-2 operator is then
\begin{equation}
\frac{\bar b_2}{3}\sum_L(3S_{n_L}^2-X)=\frac{\bar b_2}{3}\Big(3\sum_{ij}Q_{ij}S_iS_j-6X\Big)=\frac{\bar b_2}{3}(6X-6X)=0 .
\end{equation}
So $b_2^0=0$, and the other four $b_2^q$ vanish too, for every choice of axes.

\textbf{Q.} Then the six spin states are degenerate?

\textbf{A.} No, rank 4 survives. Cubic symmetry splits the sextet into a quartet and a doublet. The rank-4 operator $H_4$ is traceless, so their energies are $e$ and $-2e$, and $\operatorname{Tr}H_4^2=4e^2+2(2e)^2=12e^2$. The same trace follows from the ligand sum. On $m=\pm\frac52,\pm\frac32,\pm\frac12$ the operator $O_4^0$ has the values $60$, $-180$, $120$, so $\operatorname{Tr}(O_4^0)^2=60^2\cdot2(1+9+4)=60^2\cdot28$. By the overlap formula,
\begin{equation}
\operatorname{Tr}H_4^2=\Big(\frac{\bar b_4}{60}\Big)^2 60^2\cdot28\sum_{L,L'}P_4(\mathbf n_L\cdot\mathbf n_{L'}).
\end{equation}
For fixed $L$ there are two ligands with $P_4(\pm1)=1$ and four with $P_4(0)=\frac38$, which add to $\frac72$. Six choices of $L$ give $21$. Therefore $12e^2=588\,\bar b_4^2$, $|e|=7|\bar b_4|$, and the gap is $3|e|=21|\bar b_4|$.

For numbers I take round model parameters, quoted as frequencies: $\bar b_2/h=-6$ GHz and $\bar b_4/h=0.03$ GHz. The gap is $21\times0.03=0.63$ GHz. Diagonalization gives the same value, with the doublet below.

\section*{Opening the trigonal angle}

\textbf{Q.} Now distort it. Why should the response be linear, when $\cos^2\theta$ is an even function?

\textbf{A.} It is even about $\theta=0$ and about $90^\circ$. With $z$ along a bond the ligands sit at exactly these angles or at $180^\circ$, and bending the bonds changes $b_2^0$ only in second order. The components with $q\neq0$, and with them the level splitting, in general still change in first order. Take $z$ along a threefold axis instead, and they sit at none of them. Three ligands have polar angle $\theta$ and azimuths $120^\circ$ apart; the other three are their inversion images. Inversion leaves every product $n_in_j$ unchanged, so all six have the same $K_2^0$:
\begin{equation}
b_2^0=6\bar b_2\cdot\tfrac12(3\cos^2\theta-1)=3\bar b_2(3\cos^2\theta-1).
\label{eq:trig}
\end{equation}
The components with $q=\pm1,\pm2$ contain sums of $\cos\varphi$, $\sin\varphi$, $\cos2\varphi$ or $\sin2\varphi$ over three directions $120^\circ$ apart, and these are zero.

In the regular octahedron the threefold axis makes equal angles with three orthogonal bonds, so $3\cos^2\theta_0=1$ and $\theta_0=54.74^\circ$. Then
\begin{equation}
\cos2\theta_0=2\cdot\tfrac13-1=-\tfrac13,\qquad
\sin2\theta_0=2\sqrt{\tfrac23}\sqrt{\tfrac13}=\tfrac{2\sqrt2}{3}.
\end{equation}
Set $\theta=\theta_0+\delta$ at fixed $R$. Since $3\cos^2\theta-1=\frac12(1+3\cos2\theta)$,
\begin{align}
b_2^0&=\tfrac32\bar b_2\,[1+3\cos2\theta_0\cos2\delta-3\sin2\theta_0\sin2\delta]\nonumber\\
&=\tfrac32\bar b_2\,[1-\cos2\delta-2\sqrt2\sin2\delta]\nonumber\\
&=3\bar b_2\,[\sin^2\delta-\sqrt2\sin2\delta],
\end{align}
where the last line uses $1-\cos2\delta=2\sin^2\delta$. For small $\delta$ in radians,
\begin{equation}
b_2^0=-6\sqrt2\,\bar b_2\,\delta+3\bar b_2\,\delta^2+O(\delta^3).
\label{eq:linear}
\end{equation}
The slope is nonzero because $\sin2\theta_0\neq0$.

\textbf{Q.} So the linear growth is a small-angle statement. How small, and with which sign?

\textbf{A.} With $\bar b_2/h=-6$ GHz the slope is $6\sqrt2\times6=50.91$ GHz per radian, or $0.8886$ GHz per degree. Compare the full law with its linear part:
\begin{center}
\begin{tabular}{rrr}
$\delta$ & $b_2^0/h$ (GHz) & linear (GHz)\\
$-4^\circ$ & $-3.630$ & $-3.554$\\
$-2^\circ$ & $-1.798$ & $-1.777$\\
$+2^\circ$ & $1.754$ & $1.777$\\
$+4^\circ$ & $3.455$ & $3.554$
\end{tabular}
\end{center}
At $2^\circ$ the linear law is too large by $1.3\,\%$ of the full value. The two signs of $\delta$ are not mirror images: half the sum of the $\pm2^\circ$ entries is $-0.022$ GHz, which is the quadratic term, $-18\times(0.0349)^2$ GHz.

Positive $\delta$ moves the ligands away from the axis and flattens the octahedron. For negative $\bar b_2$ this makes $b_2^0$ positive. At $2^\circ$, $b_2^0/h=1.754$ GHz corresponds to $0.0585\ \mathrm{cm^{-1}}$, or $2.67\times10^{-7}$ hartree. The growth cannot continue indefinitely: by Eq.~\eqref{eq:trig}, $b_2^0$ reaches $-3\bar b_2$ at $\theta=90^\circ$ and turns back there.

\textbf{Q.} What would the levels look like at $2^\circ$?

\textbf{A.} With rank 2 alone the energies are $b_2^0(m^2-\frac{35}{12})$, that is $-\frac83$, $-\frac23$ and $\frac{10}3$ times $b_2^0$ for $|m|=\frac12,\frac32,\frac52$. This gives $-4.677$, $-1.169$ and $5.846$ GHz. With rank 4 included, diagonalization gives $-4.815$, $-0.976$ and $5.791$ GHz.

The shifts can be traced. Here $b_4^0/h=-0.0643$ GHz, and the diagonal part of $b_4^0O_4^0/60$ is $2b_4^0$, $-3b_4^0$ and $b_4^0$ in the same order: $-0.129$, $+0.193$ and $-0.064$ GHz. The actual shifts are $-0.138$, $+0.193$ and $-0.055$ GHz. The remaining $\mp0.01$ GHz in the outer doublets is level repulsion. Threefold symmetry allows rank-4 terms that change $m$ by three, and these couple $m=\frac52$ to $-\frac12$ and $m=-\frac52$ to $\frac12$. They could also connect $\frac32$ with $-\frac32$, but those two states are time-reversal partners, between which an operator even under time reversal has no matrix element at half-integer spin. The middle doublet therefore keeps its diagonal shift.

\section*{Lengths, and the price of additivity}

\textbf{Q.} Real distortions also change bond lengths. Does that spoil the slope?

\textbf{A.} Not if all six lengths change together. Then $\bar b_2(R)$ multiplies $3\cos^2\theta-1$, which is already of first order in $\delta$, so a length change proportional to $\delta$ enters at second order.

If the two triangles have different lengths $R_a$ and $R_b$, the model gives
\begin{equation}
b_2^0=3[\bar b_2(R_a)+\bar b_2(R_b)]P_2(\cos\theta),
\end{equation}
which is still zero at $\theta_0$. Symmetry does not require this zero, since the complex is no longer cubic. It arises because the three bonds of each triangle are mutually orthogonal, so that each triangle alone has $\sum_L n_{L,i}n_{L,j}=\delta_{ij}$. It is no proof of additivity either: the two-ligand term introduced below keeps it even when its coefficient is a product of different weights for the two triangles.

A tetragonal change of length behaves differently. With $z$ along a bond, two ligands have $P_2(1)=1$ and four have $P_2(0)=-\frac12$, so
\begin{equation}
b_2^0=2\bar b_2(R_{\rm ax})-4\cdot\tfrac12\,\bar b_2(R_{\rm eq})=2[\bar b_2(R_{\rm ax})-\bar b_2(R_{\rm eq})].
\end{equation}
For $-5$ GHz axially and $-6$ GHz equatorially this is $2$ GHz, without any change of angle.

\textbf{Q.} Back to my first doubt. If the splitting arises in second order of the total ligand potential $V=\sum_LV_L$, products $V_LV_{L'}$ appear. Would the octahedron warn me?

\textbf{A.} Its zero would not. Add a two-ligand term of a simple form,
\begin{equation}
c\sum_{L\ne L'}(\mathbf n\cdot\mathbf n')\Big[\tfrac12(S_nS_{n'}+S_{n'}S_n)-(\mathbf n\cdot\mathbf n')\frac X3\Big].
\end{equation}
Summed over all $L,L'$, the factor multiplying $S_iS_j$ would be $\sum(\mathbf n\cdot\mathbf n')n_in'_j=(Q^2)_{ij}$. The excluded terms $L=L'$ contribute $Q_{ij}$, so the factor is $(Q^2-Q)_{ij}$. Write $Q=2+u$, where $u$ is traceless because $\operatorname{Tr}Q=6$ for six unit vectors. Then
\begin{equation}
Q^2-Q=4+4u+u^2-2-u=2+3u+u^2 .
\end{equation}
The one-ligand part contributes $\bar b_2u$ to the anisotropy, so together they give
\begin{equation}
(\bar b_2+3c)\,u+c\,u^2 .
\end{equation}
At the regular octahedron $u=0$ and $b_2^0$ still vanishes, as cubic symmetry demands with or without additivity. The slope, however, is now $-6\sqrt2(\bar b_2+3c)$.

For $c/h=0.5$ GHz it falls from $50.9$ to $38.2$ GHz per radian. Someone using the additive model would infer $\bar b_2/h=-6+1.5=-4.5$ GHz, while a single ligand, which has no partner, still gives $-6$ GHz. To first order in $\delta$ the additive formula still fits, but with a parameter that no longer belongs to one bond. The form of this term and the value of $c$ are illustrations only. For a $d^5$ ion, whose $^6S$ ground term has no orbital moment, the ligand-field contribution to the splitting involves products of ligand potentials, and the cross terms need not be smaller than the one-ligand terms. Fitted $\bar b_2$ values should then be read as properties of the coordination shell.

\textbf{Q.} Then what observation could expose it?

\textbf{A.} One that changes the geometry enough. In this example, if the bond lengths stay fixed, the term $cu^2$ already alters the curvature. An axial $u$ with $u_{zz}-u_{xx}=w$ has $u_{zz}=\frac23w$ and $u_{xx}=-\frac13w$, so $u^2$ has anisotropy $(\frac49-\frac19)w^2=\frac13w^2$. With $w\approx-6\sqrt2\,\delta$ this adds $24c\,\delta^2$ to $b_2^0$, which the additive law with the fitted parameter lacks. More generally, the test is transfer: an intrinsic parameter obtained from one arrangement of ligands must predict the splitting in another with the same ligands and distances. Passing it between two slightly distorted octahedra proves little: in this example every small change of angles at fixed length returns the same $\bar b_2+3c$. The two arrangements must differ substantially, for instance in coordination number.

\section*{Computed results}
\begin{verbatim}
spin S = 2.5
intrinsic bbar2/h = -6.000 GHz, bbar4/h = 0.030 GHz
regular trigonal angle theta0 = 54.7356 deg
pair symmetry: norm outside 1, O20, O40 = 2.6e-15
octahedron: largest |b2q|/h, two orientations = 3.4e-14 GHz
octahedron: quartet-doublet gap/h = 0.6300 GHz
octahedron: degeneracy of lower level = 2
slope of b20/h at delta=0 = 50.912 GHz/rad
slope of b20/h at delta=0 = 0.8886 GHz/deg
coefficient of delta^2 in b20/h = -18.000 GHz/rad^2
delta (deg), b20/h from matrix (GHz), linear law (GHz):
  -4  -3.6304  -3.5543
  -2  -1.7976  -1.7772
  -1  -0.8939  -0.8886
  +0  -0.0000  +0.0000
  +1  +0.8829  +0.8886
  +2  +1.7538  +1.7772
  +4  +3.4552  +3.5543
delta=2 deg: theta = 56.7356 deg
delta=2 deg: b20/h = 1.7538 GHz
delta=2 deg: b20/(hc) = 0.05850 cm^-1
delta=2 deg: b20 = 2.6655e-07 hartree
delta=2 deg: linear law too large by 1.33 %
delta=2 deg: b40/h = -0.06430 GHz
doublets/h, rank 2 only (GHz): -4.6768 -1.1692 5.8460
doublets/h, ranks 2 and 4 (GHz): -4.8150 -0.9763 5.7913
triangles with bbar2/h = -7 and -5 GHz: |b20|/h = 1.4e-15 GHz
tetragonal: bbar2/h axial -5.0, equatorial -6.0 GHz
tetragonal: b20/h = 2.0000 GHz
two-ligand coefficient c/h = 0.500 GHz
with c: octahedral |b20|/h = 7.3e-16 GHz
with c: slope of b20/h = 38.184 GHz/rad
with c: bbar2/h inferred from slope = -4.500 GHz
with c: b20/h of a single ligand = -6.000 GHz
\end{verbatim}
